# Most unstable wavelength of a solid cylinder under isotropic surface diffusion: a program that tests the result

```python
"""Break-up of a solid cylinder by isotropic surface diffusion.

Result under test: a ripple cos(m phi) cos(k z) on a cylinder of radius R
grows at B (k^2 + m^2/R^2)(1/R^2 - k^2 - m^2/R^2), so the most unstable
wavelength is 2 pi sqrt(2) R and its growth rate is B/(4 R^4).
B = D_s gamma Omega^2 nu/(k_B T): D_s surface diffusivity, gamma surface
energy, Omega atomic volume, nu areal density of surface sites.
The tests use R = 1 and B = 1; time is then in units of R^4/B.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i0, i1


def growth_formula(m, k):
    q2 = k**2 + m**2
    return q2 * (1 - q2)


def geometric_growth(m, k, amplitude=1e-3, n=24):
    """Growth rate from the full surface Laplacian of the full curvature."""
    phi = 2 * np.pi * np.arange(n)[:, None] / n
    z = 2 * np.pi / k * np.arange(n)[None, :] / n
    shape = np.cos(m * phi) * np.cos(k * z)
    index = np.fft.fftfreq(n, 1 / n)
    index[n // 2] = 0

    def d_phi(f):
        return np.fft.ifft(1j * index[:, None] * np.fft.fft(f, axis=0),
                           axis=0).real

    def d_z(f):
        return np.fft.ifft(1j * k * index[None, :] * np.fft.fft(f, axis=1),
                           axis=1).real

    def dot(a, b):
        return sum(x * y for x, y in zip(a, b))

    def radial_speed(r):
        c, s = np.cos(phi) + 0 * r, np.sin(phi) + 0 * r
        rp, rz = d_phi(r), d_z(r)
        xp = [rp * c - r * s, rp * s + r * c, 0 * r]
        xz = [rz * c, rz * s, 1 + 0 * r]
        cross = [xp[1] * xz[2] - xp[2] * xz[1],
                 xp[2] * xz[0] - xp[0] * xz[2],
                 xp[0] * xz[1] - xp[1] * xz[0]]
        root = np.sqrt(dot(cross, cross))
        normal = [x / root for x in cross]
        E, F, G = dot(xp, xp), dot(xp, xz), dot(xz, xz)
        e = dot(normal, [d_phi(x) for x in xp])
        f = dot(normal, [d_z(x) for x in xp])
        g = dot(normal, [d_z(x) for x in xz])
        curvature = -(e * G - 2 * f * F + g * E) / root**2
        kp, kz = d_phi(curvature), d_z(curvature)
        laplacian = (d_phi((G * kp - F * kz) / root)
                     + d_z((E * kz - F * kp) / root)) / root
        return laplacian / (normal[0] * c + normal[1] * s)

    change = (radial_speed(1 + amplitude * shape)
              - radial_speed(1 - amplitude * shape)) / (2 * amplitude)
    return np.mean(change * shape) / np.mean(shape**2)


# Growth rates for axisymmetric and non-axisymmetric ripples
for m, k in [(0, 0.4), (0, 0.7), (0, 1.3), (1, 0.2), (1, 0.7), (2, 0.5)]:
    assert abs(geometric_growth(m, k) - growth_formula(m, k)) < 1e-4 * (
        1 + abs(growth_formula(m, k))), (m, k)

best = minimize_scalar(lambda k: -geometric_growth(0, k),
                       bounds=(0.3, 0.95), method="bounded",
                       options={"xatol": 1e-7})
wavelength_numeric = 2 * np.pi / best.x
wavelength = 2 * np.pi * np.sqrt(2)
assert abs(wavelength_numeric / wavelength - 1) < 1e-3
assert abs(-best.fun - 0.25) < 1e-4

# Band of wavelengths growing at 90 percent of the maximum or faster
k_low = brentq(lambda k: geometric_growth(0, k) - 0.225, 0.3, 0.7)
k_high = brentq(lambda k: geometric_growth(0, k) - 0.225, 0.72, 0.98)
assert abs(k_low**2 - (1 - np.sqrt(0.1)) / 2) < 1e-3
assert abs(k_high**2 - (1 + np.sqrt(0.1)) / 2) < 1e-3


# Area change at fixed volume, by quadrature
def area_change(k, delta=0.02):
    length = 2 * np.pi / k
    mean_radius = np.sqrt(1 - delta**2 / 2)
    area = quad(lambda z: 2 * np.pi * (mean_radius + delta * np.cos(k * z))
                * np.sqrt(1 + (delta * k * np.sin(k * z))**2),
                0, length, epsabs=1e-12, epsrel=1e-12)[0]
    return area - 2 * np.pi * length


for k in (0.5, 0.8, 1.3):
    expected = np.pi * (2 * np.pi / k) * 0.02**2 * (k**2 - 1) / 2
    assert abs(area_change(k) / expected - 1) < 5e-3


# Full nonlinear axisymmetric evolution; the variable is radius squared
def evolve(profile, length, n, stop_radius, t_end, rtol=1e-7):
    dz = length / n
    z = (np.arange(n) + 0.5) * dz

    def rhs(t, s):
        r = np.sqrt(np.maximum(s, 1e-8))
        p = np.pad(r, 1, mode="edge")
        slope = (p[2:] - p[:-2]) / (2 * dz)
        second = (p[2:] - 2 * r + p[:-2]) / dz**2
        w = np.sqrt(1 + slope**2)
        curvature = 1 / (r * w) - second / w**3
        face_slope = np.diff(r) / dz
        flux = ((r[1:] + r[:-1]) / 2 / np.sqrt(1 + face_slope**2)
                * np.diff(curvature) / dz)
        return 2 * np.diff(np.pad(flux, 1)) / dz

    def thin_neck(t, s):
        return np.min(s) - stop_radius**2

    thin_neck.terminal = True
    run = solve_ivp(rhs, (0, t_end), profile(z)**2, method="LSODA",
                    events=thin_neck, rtol=rtol, atol=rtol * 1e-2,
                    lband=2, uband=2)
    assert run.success
    return run.t[-1], z, np.sqrt(run.y[:, -1]), run.status


def surface_area(r, dz):
    return np.sum(np.pi * (r[1:] + r[:-1])
                  * np.sqrt(dz**2 + np.diff(r)**2))


def rate_in_run(k, amplitude, duration):
    """Exponential rate of a weak ripple in the nonlinear evolution."""
    t, z, r, status = evolve(lambda x: 1 + amplitude * np.cos(k * x),
                             np.pi / k, 60, 0.1, duration)
    assert status == 0
    final = 2 * np.mean((r - r.mean()) * np.cos(k * z))
    return np.log(final / amplitude) / t


start = 0.02
k_max = 1 / np.sqrt(2)
k_short = 2 * np.pi / 5

# Weak ripples grow or decay at the linear rate in the nonlinear solver
early_rate = rate_in_run(k_max, start, 2.0)
assert abs(early_rate / growth_formula(0, k_max) - 1) < 0.02
decay = rate_in_run(k_short, start, 2.0)
assert abs(decay / growth_formula(0, k_short) - 1) < 0.03


def time_to_neck(amplitude, neck, n=120):
    t, z, r, status = evolve(lambda x: 1 + amplitude * np.cos(k_max * x),
                             wavelength / 2, n, neck, 60)
    assert status == 1
    return t, z, r


break_time, z, r_end = time_to_neck(start, 0.1)
coarse_time = time_to_neck(start, 0.1, n=80)[0]
assert abs(coarse_time / break_time - 1) < 0.01

# Halving a weak starting ripple delays break-up by ln 2 / growth rate
halving_delay = time_to_neck(start / 2, 0.1)[0] - break_time
assert abs(halving_delay / (4 * np.log(2)) - 1) < 0.02

# The end stage is faster than the linear law
linear_time = 4 * np.log(1 / start)
late_stage = break_time - time_to_neck(start, 0.5)[0]
assert break_time < linear_time
assert late_stage < 4 * np.log(0.9 / 0.5)

dz = z[1] - z[0]
assert surface_area(r_end, dz) < surface_area(
    1 + start * np.cos(k_max * z), dz)
neck_position = z[np.argmin(r_end)] / (wavelength / 2)
crest_radius = r_end.max()

# Weak random roughness: spacing of crests while necks are forming
rng = np.random.default_rng(7)
noise_rms = 0.005
wire = 10 * wavelength
mode_k = np.arange(1, int(2 * wire / np.pi) + 1) * np.pi / wire
spacings = []
for trial in range(8):
    weights = rng.normal(size=mode_k.size)
    weights *= noise_rms / np.sqrt(np.sum(weights**2) / 2)
    t_r, z_r, r_r, status = evolve(
        lambda x: 1 + np.cos(np.outer(x, mode_k)) @ weights,
        wire, 450, 0.6, 100, rtol=1e-6)
    assert status == 1
    crest = (r_r[1:-1] > r_r[:-2]) & (r_r[1:-1] >= r_r[2:])
    spacings.extend(np.diff(z_r[1:-1][crest]))
spacings = np.array(spacings)
assert abs(spacings.mean() / wavelength - 1) < 0.15

# Anisotropic surface energy gamma0 (1 + a cos 4 theta), theta = axial tilt
r, p, q, a, eps, k, x = sp.symbols("r p q a eps k x", real=True)
energy = r * (1 + a * sp.cos(4 * sp.atan(p))) * sp.sqrt(1 + p**2)
e_p = sp.diff(energy, p)
potential = (sp.diff(energy, r) - sp.diff(e_p, r) * p
             - sp.diff(e_p, p) * q) / r
ripple = 1 + eps * sp.cos(k * x)
potential = potential.subs({r: ripple, p: sp.diff(ripple, x),
                            q: sp.diff(ripple, x, 2)})
first_order = sp.diff(potential, eps).subs(eps, 0)
for a_val, k_val in [(0.0, 0.6), (0.03, 0.7), (-0.03, 1.2)]:
    value = float(first_order.subs({a: a_val, k: k_val, x: 0.3}))
    stiffness = 1 - 15 * a_val
    expected = (stiffness * k_val**2 - (1 + a_val)) * np.cos(0.3 * k_val)
    assert abs(value - expected) < 1e-9


def anisotropy_factor(a_val):
    return np.sqrt((1 - 15 * a_val) / (1 + a_val))


for a_val in (0.03, -0.03):
    peak = minimize_scalar(
        lambda kk: kk**2 * float(first_order.subs({a: a_val, k: kk, x: 0})),
        bounds=(0.2, 1.3), method="bounded", options={"xatol": 1e-7})
    assert abs(2 * np.pi / peak.x / wavelength
               - anisotropy_factor(a_val)) < 1e-4

# Radial diffusion inside the solid: slope over value at the surface
r_in = 1e-4
radial = solve_ivp(lambda s, y: [y[1], k_max**2 * y[0] - y[1] / s],
                   (r_in, 1), [1, k_max**2 * r_in / 2],
                   rtol=1e-9, atol=1e-12)
bessel_slope = k_max * i1(k_max) / i0(k_max)
assert abs(radial.y[1, -1] / radial.y[0, -1] / bessel_slope - 1) < 1e-5

# Worked example: gold nanowire, rough typical parameters
R_nm, T, gamma, omega = 20.0, 700.0, 1.4, 0.017     # nm, K, J/m^2, nm^3
D0, Q = 1e-2, 1.0                                   # cm^2/s, eV
Dv0, Qv = 0.1, 1.8                                  # cm^2/s, eV
vapour_torr, mass_u = 1e-17, 197.0
nu = omega**(-2 / 3)
kB_eV = const.k / const.e


def mobility(temp):
    d_s = D0 * np.exp(-Q / (kB_eV * temp))
    b = (d_s * 1e14 * gamma * 1e-18 * omega**2 * nu / (const.k * temp))
    return d_s, b


Ds, B = mobility(T)
time_unit = R_nm**4 / B
lam_nm = wavelength * R_nm
sphere = (0.75 * wavelength)**(1 / 3)
area_ratio = 4 * np.pi * sphere**2 / (2 * np.pi * wavelength)
assert area_ratio < 1
Dv = Dv0 * np.exp(-Qv / (kB_eV * T))
k_nm = k_max / R_nm
bulk_ratio = (Dv / Ds) * i1(k_max) / (i0(k_max) * omega * nu * k_nm)
evap_speed = (vapour_torr * const.torr
              / np.sqrt(2 * np.pi * mass_u * const.atomic_mass * const.k * T)
              * omega * 1e-27 * 1e9)                # nm/s
capillary_nm = gamma * 1e-18 * omega / (const.k * T)
evap_ratio = evap_speed * capillary_nm / (B * k_nm**2)
gibbs = capillary_nm / R_nm
B_room = mobility(300.0)[1]
room_years = break_time * R_nm**4 / B_room / const.year
assert bulk_ratio < 0.05 and evap_ratio < 0.05

print("TESTS IN UNITS OF R AND R^4/B")
print(f"most unstable wavelength, numerical: {wavelength_numeric:.4f} R")
print(f"most unstable wavelength, formula: {wavelength:.4f} R")
print(f"maximum growth rate, numerical: {-best.fun:.5f} B/R^4")
print(f"growth rate m=1, kR=0.7: {geometric_growth(1, 0.7):.4f} B/R^4")
print(f"growth rate m=2, kR=0.5: {geometric_growth(2, 0.5):.4f} B/R^4")
print(f"90% band, shortest wavelength: {2*np.pi/k_high:.2f} R")
print(f"90% band, longest wavelength: {2*np.pi/k_low:.2f} R")
print(f"early growth rate in nonlinear run: {early_rate:.4f} B/R^4")
print(f"decay rate for wavelength 5 R, run: {decay:.3f} B/R^4")
print(f"decay rate, formula: {growth_formula(0, k_short):.3f} B/R^4")
print(f"starting ripple amplitude: {start:.2f} R")
print(f"time to neck of 0.1 R, nonlinear: {break_time:.2f} R^4/B")
print(f"linear estimate of that time: {linear_time:.2f} R^4/B")
print(f"nonlinear shortening C: {linear_time - break_time:.2f} R^4/B")
print(f"time for neck to go from 0.5 R to 0.1 R: {late_stage:.3f} R^4/B")
print(f"delay when starting ripple is halved: {halving_delay:.3f} R^4/B")
print(f"predicted delay 4 ln 2: {4*np.log(2):.3f} R^4/B")
print(f"thinnest point, fraction of crest-to-trough: {neck_position:.3f}")
print(f"largest radius at neck of 0.1 R: {crest_radius:.3f} R")
print(f"random wires, rms starting roughness: {noise_rms:.3f} R")
print(f"random wires, number of crest spacings: {spacings.size}")
print(f"random wires, mean crest spacing: {spacings.mean():.2f} R")
print(f"random wires, standard deviation: {spacings.std():.2f} R")
print(f"sphere radius from one wavelength: {sphere:.4f} R")
print(f"sphere area / cylinder area: {area_ratio:.3f}")
print("GOLD NANOWIRE, ROUGH INPUTS")
print(f"radius: {R_nm:.0f} nm; temperature: {T:.0f} K")
print(f"surface energy: {gamma:.1f} J/m^2")
print(f"atomic volume: {omega:.3f} nm^3")
print(f"surface site density: {nu:.2f} nm^-2")
print(f"surface diffusion: prefactor {D0:.0e} cm^2/s, energy {Q:.1f} eV")
print(f"bulk diffusion: prefactor {Dv0:.1f} cm^2/s, energy {Qv:.1f} eV")
print(f"vapour pressure: {vapour_torr:.0e} Torr")
print("GOLD NANOWIRE, RESULTS")
print(f"surface diffusivity: {Ds:.2e} cm^2/s")
print(f"B: {B:.3e} nm^4/s")
print(f"R^4/B: {time_unit:.2f} s")
print(f"most unstable wavelength: {lam_nm:.1f} nm")
print(f"stability threshold 2 pi R: {2*np.pi*R_nm:.1f} nm")
print(f"particle radius: {sphere*R_nm:.1f} nm")
print(f"e-folding time of fastest ripple: {4*time_unit:.1f} s")
print(f"starting ripple amplitude: {start*R_nm:.2f} nm")
print(f"break-up time, nonlinear: {break_time*time_unit:.0f} s")
print("NEGLECTED EFFECTS")
print(f"wavelength factor, anisotropy a=+0.03: {anisotropy_factor(.03):.3f}")
print(f"wavelength factor, anisotropy a=-0.03: {anisotropy_factor(-.03):.3f}")
print(f"wavelength, a=+0.03: {lam_nm*anisotropy_factor(.03):.0f} nm")
print(f"wavelength, a=-0.03: {lam_nm*anisotropy_factor(-.03):.0f} nm")
print(f"bulk diffusivity: {Dv:.2e} cm^2/s")
print(f"bulk / surface diffusion growth rate: {bulk_ratio:.2e}")
print(f"evaporation / surface diffusion growth rate: {evap_ratio:.1e}")
print(f"evaporative recession speed: {evap_speed:.1e} nm/s")
print(f"Gibbs-Thomson exponent gamma Omega/(R kT): {gibbs:.3f}")
print(f"rate factor exp(exponent): {np.exp(gibbs):.3f}")
print(f"break-up time extrapolated to 300 K: {room_years:.1e} years")
print("all tests passed")
```

Output:

```
TESTS IN UNITS OF R AND R^4/B
most unstable wavelength, numerical: 8.8858 R
most unstable wavelength, formula: 8.8858 R
maximum growth rate, numerical: 0.25000 B/R^4
growth rate m=1, kR=0.7: -0.7301 B/R^4
growth rate m=2, kR=0.5: -13.8125 B/R^4
90% band, shortest wavelength: 7.75 R
90% band, longest wavelength: 10.75 R
early growth rate in nonlinear run: 0.2506 B/R^4
decay rate for wavelength 5 R, run: -0.914 B/R^4
decay rate, formula: -0.915 B/R^4
starting ripple amplitude: 0.02 R
time to neck of 0.1 R, nonlinear: 10.84 R^4/B
linear estimate of that time: 15.65 R^4/B
nonlinear shortening C: 4.80 R^4/B
time for neck to go from 0.5 R to 0.1 R: 0.291 R^4/B
delay when starting ripple is halved: 2.767 R^4/B
predicted delay 4 ln 2: 2.773 R^4/B
thinnest point, fraction of crest-to-trough: 0.996
largest radius at neck of 0.1 R: 1.279 R
random wires, rms starting roughness: 0.005 R
random wires, number of crest spacings: 69
random wires, mean crest spacing: 8.68 R
random wires, standard deviation: 1.87 R
sphere radius from one wavelength: 1.8819 R
sphere area / cylinder area: 0.797
GOLD NANOWIRE, ROUGH INPUTS
radius: 20 nm; temperature: 700 K
surface energy: 1.4 J/m^2
atomic volume: 0.017 nm^3
surface site density: 15.13 nm^-2
surface diffusion: prefactor 1e-02 cm^2/s, energy 1.0 eV
bulk diffusion: prefactor 0.1 cm^2/s, energy 1.8 eV
vapour pressure: 1e-17 Torr
GOLD NANOWIRE, RESULTS
surface diffusivity: 6.31e-10 cm^2/s
B: 3.998e+04 nm^4/s
R^4/B: 4.00 s
most unstable wavelength: 177.7 nm
stability threshold 2 pi R: 125.7 nm
particle radius: 37.6 nm
e-folding time of fastest ripple: 16.0 s
starting ripple amplitude: 0.40 nm
break-up time, nonlinear: 43 s
NEGLECTED EFFECTS
wavelength factor, anisotropy a=+0.03: 0.731
wavelength factor, anisotropy a=-0.03: 1.223
wavelength, a=+0.03: 130 nm
wavelength, a=-0.03: 217 nm
bulk diffusivity: 1.10e-14 cm^2/s
bulk / surface diffusion growth rate: 6.37e-04
evaporation / surface diffusion growth rate: 7.9e-15
evaporative recession speed: 1.6e-13 nm/s
Gibbs-Thomson exponent gamma Omega/(R kT): 0.123
rate factor exp(exponent): 1.131
break-up time extrapolated to 300 K: 2.3e+03 years
all tests passed
```
